**Ion friction in an electron gas: phase shifts against Lindhard theory**

The program tests $Q=nk_F\sigma_{tr}(k_F)$, where $Q$ is the force per unit velocity on a slow ion, $n$ the electron density, $k_F$ the Fermi wavenumber and $\sigma_{tr}$ the transport cross section built from phase shifts $\delta_l$. The ion of charge $Z$ is modelled by a screened Coulomb potential whose range satisfies the Friedel condition at $r_s=2$. The program asserts that the phase-shift sum agrees with the angular integral of the cross section, that force matrix elements between neighbouring partial waves equal $(k_F^2/2)\sin(\delta_l-\delta_{l+1})$, and that a displaced Fermi sphere at small velocity gives the same drag. It also asserts that isotropic electrons exert no net force on a random non-spherical elastic scatterer, and that a phase shift agrees with a box level found by diagonalization. On the linear side, it checks the Lindhard function against its defining integral, the low-velocity formula against the full loss function, and the weak-charge limits of the phase-shift friction for Lindhard and Thomas-Fermi screening. The output gives $Q=0.202$ for $Z=1$ and $0.072$ for $Z=-1$, in units of $\hbar/a_0^2$, where linear theory gives $0.158$ for both. For larger $Z$ the friction rises and falls instead of growing as $Z^2$.

## Program and output

```python
# Result under test: a slow ion in an electron gas feels the force -Q v with
#   Q = n kF sigma_tr(kF),
#   sigma_tr(k) = (4 pi/k^2) sum_l (l+1) sin^2(delta_l - delta_{l+1}),
# and linear Lindhard theory is its weak-scattering limit,
#   Q_lin = (4 Z^2/(3 pi)) int_0^{2kF} dq / (q eps(q,0)^2).
# n: density, kF: Fermi wavenumber, delta_l: phase shifts, Z: ion charge,
# eps: Lindhard dielectric function. Model ion: V = -(Z/r) exp(-alpha r), with
# alpha from the Friedel condition Z = (2/pi) sum_l (2l+1) delta_l(kF).
# Hartree atomic units; Q is in hbar/a0^2.
import math
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.special import spherical_jn, spherical_yn
from scipy.integrate import simpson
from scipy.constants import physical_constants

pi = np.pi
rs = 2.0
kF = (9 * pi / 4) ** (1 / 3) / rs
density = kF**3 / (3 * pi**2)
kTF = math.sqrt(4 * kF / pi)

step, npts, head, lmax, nterms = 0.005, 5000, 18, 16, 20
r = step * np.arange(1, npts + 1)
ell = np.arange(lmax + 1)


def gauss(a, b, n):
    x, w = leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def radial_waves(k, rV, coef, want_waves=False):
    """Absolute phase shifts for several potentials at once.
    rV[i, p] = r V(r) on the grid; coef[m, p] = Taylor coefficients of r V."""
    npot = rV.shape[1]
    a = [np.ones((npot, lmax + 1))]
    for n in range(1, nterms):          # regular power series at the origin
        s = sum(2 * coef[m][:, None] * a[n - 1 - m] for m in range(n))
        if n >= 2:
            s = s - k**2 * a[n - 2]
        a.append(s / (n * (n + 2 * ell + 1)))
    rh = r[:head + 1, None, None]
    series = sum(a[n] * rh**n for n in range(nterms))
    u = np.empty((npts, npot, lmax + 1))
    u[:head + 1] = series * (rh / r[head]) ** (ell + 1)
    g = ((ell * (ell + 1))[None, None, :] / r[:, None, None]**2
         + (2 * rV / r[:, None])[:, :, None] - k**2)
    d = 1 - step**2 * g / 12
    c = 2 + step**2 * g[head:] / d[head:]
    w = np.empty_like(u)
    w[head - 1] = d[head - 1] * u[head - 1]
    w[head] = d[head] * u[head]
    for n in range(head, npts - 1):     # Numerov recursion
        w[n + 1] = c[n - head] * w[n] - w[n - 1]
    u[head + 1:] = w[head + 1:] / d[head + 1:]
    nodes = np.sum(np.signbit(u[1:]) != np.signbit(u[:-1]), axis=0)
    # free solutions: jh = M sin(theta), nh = M cos(theta)
    x = k * r[::-10][::-1][:, None]
    jh = x * spherical_jn(ell[None, :], x)
    nh = -x * spherical_yn(ell[None, :], x)
    theta = np.unwrap(np.arctan2(jh, nh), axis=0)[-1]
    j1, n1, u1 = jh[-13], nh[-13], u[npts - 1 - 120]
    j2, n2, u2 = jh[-1], nh[-1], u[npts - 1]
    det = j1 * n2 - j2 * n1
    cc = (u1 * n2 - u2 * n1) / det
    ss = (j1 * u2 - j2 * u1) / det
    delta = np.arctan2(ss, cc)
    delta = delta + pi * (nodes - np.floor((theta + delta) / pi))
    if want_waves:
        return delta, u / np.hypot(cc, ss)
    return delta


def yukawa(k, Z, alpha, want_waves=False):
    Z, alpha = np.atleast_1d(Z).astype(float), np.atleast_1d(alpha)
    coef = np.array([-Z * (-alpha) ** m / math.factorial(m)
                     for m in range(nterms)])
    rV = -Z * np.exp(-np.outer(r, alpha))
    return radial_waves(k, rV, coef, want_waves)


def sigma_tr(k, delta):
    diff = delta[..., :-1] - delta[..., 1:]
    return 4 * pi / k**2 * np.sum((ell[:-1] + 1) * np.sin(diff)**2, axis=-1)


def friedel(delta):
    return 2 / pi * np.sum((2 * ell + 1) * delta, axis=-1)


# ---- screening parameter of each ion from the Friedel condition
weak = 0.01
charges = np.array([weak, -weak, -1.0] + [float(z) for z in range(1, 13)])
lo, hi = np.full(charges.size, 0.3), np.full(charges.size, 8.0)
for _ in range(34):
    mid = 0.5 * (lo + hi)
    too_much = friedel(yukawa(kF, charges, mid)) / charges > 1
    lo, hi = np.where(too_much, mid, lo), np.where(too_much, hi, mid)
alpha = 0.5 * (lo + hi)
delta, waves = yukawa(kF, charges, alpha, True)
assert np.max(np.abs(friedel(delta) / charges - 1)) < 1e-5
sig = sigma_tr(kF, delta)
Q = density * kF * sig
at = {z: i for i, z in enumerate(charges)}
iH = at[1.0]

# ---- phase-shift sum against the angular integral of (1-cos)|f|^2
mu, wmu = leggauss(64)
for i in range(charges.size):
    f = legval(mu, (2 * ell + 1) * np.exp(1j * delta[i])
               * np.sin(delta[i])) / kF
    direct = 2 * pi * np.sum(wmu * (1 - mu) * np.abs(f)**2)
    assert abs(direct / sig[i] - 1) < 1e-3   # finite number of partial waves

# ---- force matrix elements between neighbouring partial waves
force_err = 0.0
for z in (1.0, 6.0):
    i = at[z]
    dV = z * np.exp(-alpha[i] * r) * (1 / r**2 + alpha[i] / r)
    for l in range(4):
        y = np.concatenate(([0.0], waves[:, i, l] * dV * waves[:, i, l + 1]))
        element = simpson(y, dx=step)
        expected = kF**2 / 2 * np.sin(delta[i, l] - delta[i, l + 1])
        force_err = max(force_err, abs(element - expected))
assert force_err < 3e-4
del waves

# ---- isotropic electrons exert no force on a non-spherical elastic scatterer
m6, w6 = leggauss(6)
phi = 2 * pi * np.arange(12) / 12
M, P = np.meshgrid(m6, phi, indexing="ij")
wt = np.repeat(w6, 12) * 2 * pi / 12
X = (np.sqrt(1 - M**2) * np.cos(P)).ravel()
Y = (np.sqrt(1 - M**2) * np.sin(P)).ravel()
C = M.ravel()
B = np.array([np.ones_like(X), X, Y, C, X * Y, Y * C, C * X,
              X**2 - Y**2, 3 * C**2 - 1])
B = B / np.sqrt(np.sum(wt * B**2, axis=1))[:, None]
rng = np.random.default_rng(1)
raw = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
unitary = np.linalg.qr(raw)[0]


def isotropic_force(S):
    prob = np.abs(B.T @ (S - np.eye(9)) @ B)**2 * np.outer(wt, wt)
    dirs = np.array([X, Y, C])
    net = dirs @ prob.sum(axis=0) - dirs @ prob.sum(axis=1)
    return np.linalg.norm(net) / prob.sum()


iso_unitary = isotropic_force(unitary)
iso_broken = isotropic_force(raw / 3)
assert iso_unitary < 1e-12 and iso_broken > 1e-3


# ---- drag from the displaced Fermi sphere at finite velocity
def drag_over_v(v):
    ks, wk = gauss(kF - v, kF + v, 8)
    total = 0.0
    for k, w in zip(ks, wk):
        s = sigma_tr(k, yukawa(k, 1.0, alpha[iH]))[0]
        mu_max = (kF**2 - k**2 - v**2) / (2 * k * v)
        total += w * k**4 * s * (mu_max**2 - 1) / 2
    return -total / (2 * pi**2) / v


drag_slow, drag_fast = drag_over_v(0.02), drag_over_v(0.2)
assert abs(drag_slow / Q[iH] - 1) < 2e-3

# ---- box levels: k_n R + delta_0 = n pi, with bound levels counted in n
i2 = at[2.0]
R = r[-1]
nb = 400
xg, wg = gauss(0, R, 1000)
S = np.sqrt(2 / R) * np.sin(np.outer(np.arange(1, nb + 1) * pi / R, xg))
H = (S * (wg * (-2.0 / xg) * np.exp(-alpha[i2] * xg))) @ S.T
H += np.diag((np.arange(1, nb + 1) * pi / R)**2 / 2)
E = np.linalg.eigvalsh(H)
bound = int(np.sum(E < 0))
kn = np.sqrt(2 * np.maximum(E, 0))
pick = int(np.argmin(np.abs(kn - kF)))
delta_box = (pick + 1) * pi - kn[pick] * R
delta_wave = yukawa(kn[pick], 2.0, alpha[i2])[0, 0]
assert abs(delta_box - delta_wave) < 3e-3


# ---- Lindhard dielectric function for complex frequency
def eps(q, omega):
    z = q / (2 * kF)
    u = omega / (q * kF)
    a, b = z - u, z + u
    f = 0.5 + ((1 - a**2) * np.log((a + 1) / (a - 1))
               + (1 - b**2) * np.log((b + 1) / (b - 1))) / (8 * z)
    return 1 + f / (pi * kF * z**2)


def eps_static(q):
    return eps(q, 1e-9j * q * kF).real


kk, wkk = gauss(0, kF, 40)
m40, w40 = leggauss(40)
for q, om in ((1.0, 0.5), (2.5, 0.3)):      # defining integral, imaginary omega
    gap = q**2 / 2 + q * np.outer(kk, m40)
    chi = np.sum(np.outer(wkk * kk**2, w40) * 2 * gap / (gap**2 + om**2))
    chi *= 2 * 2 * pi / (2 * pi)**3
    assert abs(1 + 4 * pi / q**2 * chi - eps(q, 1j * om)) < 1e-6

q1, w1 = gauss(0, 2 * kF, 300)
Q_lin = 4 / (3 * pi) * np.sum(w1 / (q1 * eps_static(q1)**2))

# ---- Lindhard stopping power from the full loss function at a small velocity,
#      with omega = q v t; friction is stopping power divided by velocity
v = 0.02
t, wtt = gauss(0, 1, 40)
stopping = 0.0
edges = (0, 2 * kF - 2 * v, 2 * kF, 2 * kF + 2 * v)
for a, b in zip(edges[:-1], edges[1:]):
    q, w = gauss(a, b, 80)
    qq, tt = q[:, None], t[None, :]
    loss = (-1 / eps(qq, qq * v * tt + 1e-9j * qq * kF)).imag
    stopping += 2 / pi * np.sum(w[:, None] * wtt * qq * tt * loss)
Q_dyn = stopping / v
assert abs(Q_dyn / Q_lin - 1) < 5e-3

# ---- weak charge in the real-space Lindhard potential: phases give Q_lin
q2, w2 = gauss(2 * kF, 40, 1000)
qa, wa = np.concatenate((q1, q2)), np.concatenate((w1, w2))
response = wa * (1 - 1 / eps_static(qa))
screen = 1 - 2 / pi * (np.sin(np.outer(r, qa)) @ (response / qa))
zz = np.array([weak, -weak])
coef = np.zeros((nterms, 2))
coef[0] = -zz
coef[1] = zz * 2 / pi * response.sum()
dl = radial_waves(kF, -np.outer(screen, zz), coef)
Q_weak = density * kF * np.mean(sigma_tr(kF, dl)) / weak**2
assert abs(Q_weak / Q_lin - 1) < 5e-3

# ---- weak limit of the model ion: Thomas-Fermi screening, closed form
y = pi * kF
Q_TF = 2 / (3 * pi) * (math.log(1 + y) - y / (1 + y))
Q_model_weak = (Q[0] + Q[1]) / (2 * weak**2)
alpha_weak = (alpha[0] + alpha[1]) / 2
assert abs(Q_model_weak / Q_TF - 1) < 3e-3
assert abs(alpha_weak / kTF - 1) < 2e-3

# ---- qualitative contrast with linear theory
iA = at[-1.0]
assert Q[iH] > Q[iA]
assert Q[at[12.0]] < 144 * Q_lin

to_eVA = (physical_constants["Hartree energy in eV"][0]
          / (physical_constants["Bohr radius"][0] * 1e10))
print(f"r_s = {rs:.1f} a0")
print(f"k_F = {kF:.5f} 1/a0")
print(f"density n = {density:.6f} 1/a0^3")
print(f"Thomas-Fermi wavenumber = {kTF:.5f} 1/a0")
print("Friction Q in hbar/a0^2, phases in units of pi:")
print("  Z  alpha(1/a0)  d0/pi   d1/pi   d2/pi   d3/pi     Q     Q/Q_lin")
for i in range(2, charges.size):
    d = delta[i] / pi
    print(f"{charges[i]:4.0f} {alpha[i]:9.4f}  {d[0]:8.4f}{d[1]:8.4f}"
          f"{d[2]:8.4f}{d[3]:8.4f} {Q[i]:8.4f} "
          f"{Q[i] / (charges[i]**2 * Q_lin):8.4f}")
print(f"sigma_tr, Z=+1: {sig[iH]:.4f} a0^2")
print(f"sigma_tr, Z=-1: {sig[iA]:.4f} a0^2")
print(f"Q_lin/Z^2, Lindhard static integral: {Q_lin:.5f} hbar/a0^2")
print(f"Q_lin/Z^2, loss function at v=0.02: {Q_dyn:.5f} hbar/a0^2")
print(f"Q/Z^2, phases in weak Lindhard potential: {Q_weak:.5f} hbar/a0^2")
print(f"Q/Z^2, Thomas-Fermi closed form: {Q_TF:.5f} hbar/a0^2")
print(f"Q/Z^2, model ion at |Z|=0.01: {Q_model_weak:.5f} hbar/a0^2")
print(f"alpha, model ion at |Z|=0.01: {alpha_weak:.5f} 1/a0")
print(f"Z=1 drag/(v Q) at v=0.02, fixed potential: {drag_slow / Q[iH]:.5f}")
print(f"Z=1 drag/(v Q) at v=0.20, fixed potential: {drag_fast / Q[iH]:.5f}")
print(f"isotropic force/scattering, unitary: {iso_unitary:.1e}")
print(f"isotropic force/scattering, non-unitary: {iso_broken:.1e}")
print(f"largest force-matrix-element error: {force_err:.1e} hartree/a0")
print(f"Z=2 s levels below zero in box: {bound}")
print(f"Z=2 box level number n: {pick + 1}, k_n = {kn[pick]:.5f} 1/a0")
print(f"Z=2 delta_0 from box level: {delta_box:.4f} rad")
print(f"Z=2 delta_0 from radial wave: {delta_wave:.4f} rad")
print(f"Z=1 stopping at v=0.1, phases: {0.1 * Q[iH]:.5f} hartree/a0"
      f" = {0.1 * Q[iH] * to_eVA:.3f} eV/angstrom")
print(f"Z=1 stopping at v=0.1, Lindhard: {0.1 * Q_lin:.5f} hartree/a0"
      f" = {0.1 * Q_lin * to_eVA:.3f} eV/angstrom")
print("PASS")
```

Running it gives:

```
r_s = 2.0 a0
k_F = 0.95958 1/a0
density n = 0.029842 1/a0^3
Thomas-Fermi wavenumber = 1.10534 1/a0
Friction Q in hbar/a0^2, phases in units of pi:
  Z  alpha(1/a0)  d0/pi   d1/pi   d2/pi   d3/pi     Q     Q/Q_lin
  -1    1.0087   -0.1823 -0.0547 -0.0173 -0.0056   0.0721   0.4555
   1    1.2545    0.2924  0.0450  0.0096  0.0023   0.2025   1.2787
   2    1.3438    0.6187  0.0893  0.0157  0.0035   0.4303   0.6795
   3    1.3566    0.8493  0.1606  0.0238  0.0050   0.4088   0.2869
   4    1.4021    1.0363  0.2536  0.0292  0.0058   0.4905   0.1936
   5    1.4850    1.2028  0.3644  0.0303  0.0055   0.6877   0.1737
   6    1.5926    1.3433  0.4909  0.0283  0.0046   0.8558   0.1501
   7    1.7091    1.4580  0.6278  0.0251  0.0037   0.8095   0.1043
   8    1.8081    1.5576  0.7668  0.0229  0.0031   0.5563   0.0549
   9    1.8405    1.6613  0.8960  0.0246  0.0032   0.3027   0.0236
  10    1.7897    1.7848  1.0052  0.0325  0.0042   0.1746   0.0110
  11    1.7410    1.9189  1.1056  0.0433  0.0054   0.1661   0.0087
  12    1.7272    2.0502  1.2107  0.0525  0.0062   0.2938   0.0129
sigma_tr, Z=+1: 7.0704 a0^2
sigma_tr, Z=-1: 2.5184 a0^2
Q_lin/Z^2, Lindhard static integral: 0.15833 hbar/a0^2
Q_lin/Z^2, loss function at v=0.02: 0.15838 hbar/a0^2
Q/Z^2, phases in weak Lindhard potential: 0.15836 hbar/a0^2
Q/Z^2, Thomas-Fermi closed form: 0.13561 hbar/a0^2
Q/Z^2, model ion at |Z|=0.01: 0.13561 hbar/a0^2
alpha, model ion at |Z|=0.01: 1.10534 1/a0
Z=1 drag/(v Q) at v=0.02, fixed potential: 0.99987
Z=1 drag/(v Q) at v=0.20, fixed potential: 0.98732
isotropic force/scattering, unitary: 4.0e-17
isotropic force/scattering, non-unitary: 3.1e-02
largest force-matrix-element error: 3.8e-07 hartree/a0
Z=2 s levels below zero in box: 1
Z=2 box level number n: 8, k_n = 0.92650 1/a0
Z=2 delta_0 from box level: 1.9702 rad
Z=2 delta_0 from radial wave: 1.9705 rad
Z=1 stopping at v=0.1, phases: 0.02025 hartree/a0 = 1.041 eV/angstrom
Z=1 stopping at v=0.1, Lindhard: 0.01583 hartree/a0 = 0.814 eV/angstrom
PASS
```
